# Why equal-energy ions share one planar channeling wavelength

## The error to avoid

An implant simulation tuned for one isotope may have to be adapted to another. Suppose a 100 keV boron ion of mass 11 u oscillates between two crystal planes with a wavelength of 25.65 nm, and the ion is replaced by one of 10 u at the same energy. The lighter ion is 4.9 % faster. Scaling the wavelength with speed alone gives 26.90 nm. The lighter ion also oscillates at a higher frequency, and correcting for that alone gives 24.46 nm. Either error is about 1.2 nm per oscillation, so after ten oscillations the predicted position along the wave is wrong by almost half a wavelength.

Within the model below, both corrections are needed and they cancel. The wavelength stays at 25.65 nm.

## Model and conventions

Let $x$ be the distance from the mid-plane of the channel and $z$ the depth along it. The atomic planes are replaced by their average potential, which depends on $x$ alone. This requires a fast ion at a small angle to the planes, and a direction that does not lie close to a row of atoms within them. Near the mid-plane it is taken as

$$U(x)=\tfrac12 kx^2 ,$$

where $k$ is the stiffness. The ion has mass $M$ and moves classically, at non-relativistic speed and without energy loss. Its total energy $E$ is counted from the potential at the mid-plane. Dots denote time derivatives.

The force is $-dU/dx$ in the $x$ direction and zero in the $z$ direction, so

$$M\ddot x=-kx,\qquad M\ddot z=0 .$$

The second equation makes the forward speed $v_z=\dot z$ constant. The forward energy $E_z=\tfrac12Mv_z^2$ is therefore constant too, and so is the transverse energy

$$E_\perp=\tfrac12M\dot x^2+\tfrac12kx^2=E-E_z .$$

"Equal energy" needs some care here. The wavelength will depend on $E_z$, so two ions of equal $E$ must also have equal $E_\perp$. The same starting conditions ensure this. If an ion starts just inside the crystal at position $x_0$, at angle $\psi$ to the planes, its kinetic energy there is $E-U(x_0)$, and a fraction $\sin^2\psi$ of it is transverse:

$$E_\perp=[E-U(x_0)]\sin^2\psi+U(x_0).$$

No mass appears. Equal $E$, $x_0$ and $\psi$ in the same potential give equal $E_\perp$ and equal $E_z$.

## The cancellation

The transverse equation, $\ddot x=-(k/M)x$, describes a harmonic oscillation with angular frequency and period

$$\omega=\sqrt{\frac kM},\qquad T=\frac{2\pi}{\omega}=2\pi\sqrt{\frac Mk}.$$

The definition of $E_z$ gives the forward speed $v_z=\sqrt{2E_z/M}$. The wavelength $\lambda$ is the depth covered in one period:

$$\lambda=v_zT=\sqrt{\frac{2E_z}{M}}\;2\pi\sqrt{\frac Mk}
=2\pi\sqrt{\frac{2E_z}{k}} .$$

A heavier ion is slower by the factor $M^{-1/2}$ and takes longer to oscillate by the factor $M^{1/2}$. The product contains no mass.

At small angles $E_\perp\ll E$. Writing $E_z=E(1-E_\perp/E)$ and expanding the square root gives

$$\lambda\simeq2\pi\sqrt{\frac{2E}{k}}\left(1-\frac{E_\perp}{2E}\right),$$

so the total energy may usually be used in place of $E_z$.

## The physical cause

The cancellation can be followed inside a thin slice of crystal of thickness $\Delta z$, in which the transverse force $F$ is nearly constant. The ion spends a time $\Delta z/v_z$ in the slice and receives the transverse impulse $F\Delta z/v_z$. Its slope is $dx/dz=\dot x/v_z$, the ratio of transverse to forward momentum. The slope therefore changes by

$$\Delta\!\left(\frac{dx}{dz}\right)=\frac{F\,\Delta z/v_z}{Mv_z}
=\frac{F\,\Delta z}{Mv_z^2}=\frac{F\,\Delta z}{2E_z}.$$

At equal forward energy the heavier ion stays longer and receives a larger impulse. It also carries a larger forward momentum, which takes more impulse to turn. Both quantities grow as $\sqrt M$, so every slice bends both paths equally.

Dividing by $\Delta z$ and setting $F=-kx$ gives the equation of the path:

$$\frac{d^2x}{dz^2}=-\frac{k}{2E_z}\,x .$$

Ions with the same starting position, slope and $E_z$ follow the same curve, not merely curves of equal wavelength. Mass decides when the ion reaches each point, and the arrival times scale as $\sqrt M$.

## The harmonic shape is not the reason

Define a scaled time $\tau=t/\sqrt M$. Then $d^2/dt^2=(1/M)\,d^2/d\tau^2$, and Newton's equation for position $\mathbf r$ in any static potential $U(\mathbf r)$ becomes

$$M\frac{d^2\mathbf r}{dt^2}=-\nabla U
\quad\Longrightarrow\quad
\frac{d^2\mathbf r}{d\tau^2}=-\nabla U .$$

The kinetic energy becomes $\tfrac12|d\mathbf r/d\tau|^2$. Equal kinetic energy and direction at the start therefore mean equal initial $d\mathbf r/d\tau$. Neither the equation nor its starting values contain the mass, so the path does not either.

For an ion that oscillates across the mid-plane of a symmetric planar well, whatever the shape of the well, the wavelength follows from the two energies. At the turning point $x=A$ the transverse speed vanishes, so $E_\perp=U(A)$. Hence

$$\tfrac12M\dot x^2=U(A)-U(x),\qquad \tfrac12M\dot z^2=E_z .$$

Dividing the first by the second removes $M$:

$$\left(\frac{dx}{dz}\right)^2=\frac{U(A)-U(x)}{E_z}.$$

A full oscillation consists of four equal passages between $0$ and $A$, which gives

$$\lambda=4\int_0^A\sqrt{\frac{E_z}{U(A)-U(x)}}\;dx .$$

For the harmonic well, $U(A)-U(x)=\tfrac12k(A^2-x^2)$. With $x=A\sin\theta$ the factor $A$ cancels, the integral becomes $\sqrt{2E_z/k}\int_0^{\pi/2}d\theta$, and the earlier result returns. What the harmonic shape adds is that $\lambda$ does not depend on amplitude at fixed $E_z$.

## Which quantity is held fixed

The same wavelength can be written in terms of speed, or of forward momentum $p_z=Mv_z$:

$$\lambda=2\pi v_z\sqrt{\frac Mk}=\frac{2\pi p_z}{\sqrt{Mk}} .$$

These forms hold for the harmonic well. There, at equal speed and angle, the heavier ion has the longer wavelength, in proportion to $\sqrt M$. At equal momentum and angle it has the shorter one, in proportion to $1/\sqrt M$. The mass drops out when energy is held fixed. Singly charged ions accelerated through the same voltage meet this condition; ions matched in momentum do not.

## Worked example: two boron masses

Take $E=100$ keV, entry at the mid-plane with $\psi=0.5^\circ$, and the round value $k=12000$ eV/nm². The mass numbers 10 and 11 serve as masses in u. Since $U(0)=0$,

$$E_\perp=E\sin^2\psi=7.62\ \text{eV},\qquad E_z=99.9924\ \text{keV}.$$

At the turning point $\tfrac12kA^2=E_\perp$, so the amplitude is

$$A=\sqrt{\frac{2(7.62)}{12000}}\ \text{nm}=0.0356\ \text{nm},$$

and the wavelength is

$$\lambda=2\pi\sqrt{\frac{2(99992.4)}{12000}}\ \text{nm}=25.65\ \text{nm}.$$

The speeds and periods differ:

| Ion mass | $v_z$ (nm/fs) | $T$ (fs) | $v_zT$ (nm) |
|---|---:|---:|---:|
| 10 u | 1.3891 | 18.465 | 25.65 |
| 11 u | 1.3244 | 19.367 | 25.65 |

The slice argument can be given numbers too. At $x=0.03$ nm the force toward the mid-plane is $12000\times0.03=360$ eV/nm. In a slice 0.1 nm thick the 10 u ion receives an impulse of 25.92 eV fs/nm and has a forward momentum of 143969 eV fs/nm. For the 11 u ion the values are 27.18 and 150996 eV fs/nm. Both ratios give a change of slope of 0.180 mrad.

If the 10 u ion is instead given the speed of the 100 keV, 11 u ion, its wavelength is 24.46 nm. If it is given the same momentum, the wavelength is 26.90 nm. These are the two values produced by the incomplete corrections in the opening example.

## How good is the harmonic well?

A more realistic potential tests the approximation. Let $Z_1$ and $Z_2$ be the atomic numbers of ion and target, and let $e^2$ stand for the squared elementary charge divided by $4\pi\varepsilon_0$. The Molière form of the ion-atom potential at separation $R$ is

$$V(R)=\frac{Z_1Z_2e^2}{R}\sum_i\alpha_i e^{-\beta_iR/a},$$

with $\alpha_i=(0.10,\,0.55,\,0.35)$ and $\beta_i=(6,\,1.2,\,0.3)$. The screening length is $a=0.8853\,a_0/(Z_1^{1/2}+Z_2^{1/2})^{2/3}$, where $a_0$ is the Bohr radius. For boron in silicon $a=0.01422$ nm.

To average over a plane at distance $y$, integrate over rings of radius $r$. Since $R^2=r^2+y^2$, $r\,dr=R\,dR$, and the factor $1/R$ cancels. For $n$ atoms per unit area,

$$P(y)=n\int_y^\infty2\pi R\,V(R)\,dR
=2\pi nZ_1Z_2e^2a\sum_i\frac{\alpha_i}{\beta_i}e^{-\beta_iy/a}.$$

For silicon (110) planes with spacing $d=0.1920$ nm, $n=1/(2\sqrt2\,d^2)$. Adding the two nearest planes on each side gives a mid-plane curvature of 12222 eV/nm², close to the round value used above. Further planes raise it by only 4 eV/nm². One screening length from a plane the potential is 63 eV above the mid-plane, so an ion with 7.62 eV of transverse energy stays well inside the channel.

Numerical integration of Newton's equations in this well gives 24.38 nm for both masses. The small-amplitude wavelength of the same well is 25.42 nm, so anharmonicity shortens the wave by 4.1 %. The sign follows from the exponentials. Adding planes placed symmetrically about $x=0$ turns each exponential into a hyperbolic cosine of $x$, whose slope grows faster than linearly. The restoring force per unit displacement rises with amplitude, and the oscillation becomes quicker.

In the Molière well the harmonic formula is thus a few per cent off in absolute wavelength, while the equality between the masses survives. These absolute values depend on the screening function, because the mid-plane lies almost seven screening lengths from the atoms, where the common forms disagree. With the universal (ZBL) screening function the curvature drops to about 8500 eV/nm², the small-amplitude wavelength rises to 30.5 nm, the wavelength of the example ion is 27.6 nm, and anharmonicity shortens the wave by about 10 %. The equality between the masses holds for any such static potential.

"Identical potential" is a stronger requirement than "same crystal". A phosphorus ion has a larger nuclear charge and a different screening length. In the same Molière model its small-amplitude wavelength is 0.642 times that of boron at equal energy. That change comes from the potential, not from the mass.

## What restores a mass dependence

**Electronic stopping.** Let the electrons exert a drag force $-\beta\mathbf v$, with the same coefficient $\beta$ for both isotopes. In scaled time the equation of motion becomes

$$\frac{d^2\mathbf r}{d\tau^2}=-\nabla U-\frac{\beta}{\sqrt M}\frac{d\mathbf r}{d\tau}.$$

The mass no longer disappears. At equal energy the lighter, faster ion feels the larger drag.

To size the effect, solve $M\ddot z=-\beta\dot z$ for initial forward speed $v_z$:

$$z(t)=\frac{Mv_z}{\beta}\left(1-e^{-\beta t/M}\right)
\simeq v_zt\left(1-\frac{\beta t}{2M}\right).$$

Drag changes the transverse period only at second order in $\beta$, because the damped frequency is $\sqrt{k/M-\beta^2/4M^2}$. Setting $t=T=2\pi\sqrt{M/k}$ gives the first-order fractional change of the first wavelength:

$$\frac{\Delta\lambda}{\lambda}\simeq-\frac{\beta T}{2M}=-\frac{\pi\beta}{\sqrt{kM}} .$$

The Lindhard–Scharff estimate of the stopping force is

$$\beta v=\frac{8\pi e^2a_0N\,Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0},$$

where $N=n/d$ is the atomic density and $v_0$ the Bohr velocity. At 100 keV it gives 216 eV/nm for 10 u and 205 eV/nm for 11 u. Numerical integration with this drag in the harmonic well shortens the first wavelength by 1.37 % and 1.31 %, respectively.

The two masses therefore differ by only 0.06 % in the first oscillation, but the difference accumulates. Ten oscillations end at 224.1 nm for 10 u and 225.5 nm for 11 u, against 256.5 nm without drag. The separation of 1.4 nm is about a twentieth of the initial wavelength. By then the ions have slowed to about 58 and 59 keV and the tenth wave is only about 20 nm long, so the separation is about a fourteenth of the local wavelength.

**Relativity.** Let $E$ now denote the kinetic energy, $p$ the momentum and $v$ the speed. At small angles the transverse equation is $\gamma M\ddot x=-kx$, with $\gamma$ the Lorentz factor. Its period is $2\pi\sqrt{\gamma M/k}$, so

$$\lambda=2\pi v\sqrt{\frac{\gamma M}{k}}=2\pi\sqrt{\frac{pv}{k}},$$

because $\gamma Mv^2=pv$. From $p^2c^2=E(E+2Mc^2)$ and $v=pc^2/(E+Mc^2)$,

$$pv=\frac{E(E+2Mc^2)}{E+Mc^2}\simeq2E\left(1-\frac{E}{2Mc^2}\right).$$

The last form holds for $E\ll Mc^2$. The wavelength then changes by the fraction $-E/(4Mc^2)$, which is $-2.7$ parts per million for 10 u and $-2.4$ for 11 u. This is negligible here.

**Quantum motion.** The transverse levels of the harmonic well are spaced by $\hbar\omega$, which does depend on mass: 0.224 eV for 10 u and 0.214 eV for 11 u. The transverse energy is 34 and 36 times these spacings, so a classical description of the oscillation is reasonable.

Thermal vibration behaves differently. If the planes are averaged over a Gaussian displacement of rough room-temperature size, 0.008 nm, the Molière curvature increases and the small-amplitude wavelength falls by 0.9 %. The averaged potential is still static and common to both ions, so this shift does not separate them.

## Relation to real implants

The example lies in the range of beamline boron implantation into silicon, with the beam deliberately close to a planar direction. Tilting the wafer by several degrees avoids the axis but not necessarily the planes: a 7° tilt of a (001) wafer toward a <110> direction leaves the beam lying in a {110} plane. If the wafer is also rotated about its normal, so that the beam is well over $\sqrt{63\ \text{eV}/E}\approx1.4^\circ$ from the planes (a rotation of 22° gives 2.6°), most ions do not follow this trajectory. For the example ion, which enters at the mid-plane, the choice of screening function moves the first wavelength most, by more than 10 %. Within the Molière well, anharmonicity comes next at about 4 %, followed by electronic stopping at 1.3 to 1.4 %. A real beam enters at all distances from the mid-plane. At the same angle, ions that enter farther out oscillate with larger amplitude, and over most of the channel they have shorter wavelengths: in the Molière well 21 nm for entry at 0.06 nm and 18 nm at 0.08 nm. Close to a plane (at 0.096 nm) thermal averaging rounds off the barrier, so the wavelength rises again, and ions entering beyond about 0.09 nm are not held in the channel. The beam as a whole has a wide spread of wavelengths. The stopping estimate is for a random path; a channeled ion, which avoids the dense electron clouds near the atoms, may lose less.

Random deflections by electrons and displaced atoms are not included. They scatter ions out of the channel and blur the oscillation with depth. Recoil of the target atoms and changes of the ion's charge state can also bring mass or speed back into the path. Their size has not been estimated here.

Ions accelerated across a plasma sheath can have much lower energies. With the same $k$, the formula gives about 2.6 nm at 1 keV. That is only about eleven nearest-neighbour distances in silicon, against more than a hundred at 100 keV, so replacing separate atoms by a smooth plane is no longer reliable. Individual ions may depart widely from this value or fail to oscillate regularly, and the number is only a rough scale.

## What to do in practice

When changing isotope at fixed energy, entry position and angle, keep the channeling wavelength and rescale the times by $\sqrt M$. Do not apply a speed or frequency correction by itself. If speed or momentum is the matched quantity, the corresponding formula above gives the change in a harmonic well. In an anharmonic well the transverse energy, and with it the amplitude, changes too, so evaluate the energy integral for each ion.

When changing element, recalculate the planar potential first. For amplitudes like the one in the example, use the energy integral if an error of 4 to 10 % matters, and remember that the absolute wavelength is no better than the screening function behind it. For ions that swing closer to the planes the harmonic error is larger, and the integral is the better choice throughout. Over many oscillations, include stopping: it is the largest source of isotope difference among the effects sized here, and it grows with depth.
